\section*{Magnetic Radial Integrals of a 2p Pair in the Pauli Limit}

\section*{The problem}

Two electrons occupy the 2p shell of an atom. Hartree atomic units are used, with $c=1/\alpha$. The Dirac orbitals are
\begin{equation}
\psi_{\kappa m}=\frac1r\begin{pmatrix}P\,\chi_{\kappa m}\\ iQ\,\chi_{-\kappa m}\end{pmatrix},
\end{equation}
with $\kappa=1$ for $2p_{1/2}$ and $\kappa=-2$ for $2p_{3/2}$. Both move in the same local central potential $V(r)$, and their radial functions obey
\begin{align}
P'+\frac{\kappa}{r}P&=\frac1c\,(E-V+2c^2)\,Q, \label{dirac1}\\
Q'-\frac{\kappa}{r}Q&=-\frac1c\,(E-V)\,P, \label{dirac2}
\end{align}
where $E$ excludes the rest energy. The electrons interact magnetically through the Gaunt operator $-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2/r_{12}$. Each Dirac matrix $\boldsymbol\alpha$ connects a large component with a small one, and
\begin{equation}
\frac1{r_{12}}=\sum_m U_m(r,s)\,P_m(\mathbf n_1\cdot\mathbf n_2),\qquad U_m=\frac{r_<^m}{r_>^{m+1}},
\end{equation}
where $r,s$ are the radii of the two electrons, $\mathbf n_1,\mathbf n_2$ their directions, and $P_m$ with an angular argument is a Legendre polynomial. The radial integrals are therefore all of the form
\begin{equation}
S_m(\kappa_b,\kappa_d)=\int_0^\infty\!\!\int_0^\infty P_aQ_b(r)\,U_m(r,s)\,P_cQ_d(s)\,dr\,ds. \label{S}
\end{equation}
A product $Q_aP_b$ is covered by exchanging the labels.

\section*{Part (a): the Pauli limit}

\textbf{Question.} Find $Q$ to leading order in $\alpha$. Show that both orbitals then share one function $P$, and express $P_aQ_b$ through $\rho=P^2$.

\textbf{Answer.} Where $|E-V|\ll 2c^2$, the bracket in (\ref{dirac1}) may be replaced by $2c^2$, so that
\begin{equation}
Q=\frac{\alpha}{2}\left(P'+\frac{\kappa}{r}P\right). \label{pauli}
\end{equation}
Inserting this in (\ref{dirac2}), the terms in $P'/r$ cancel:
\begin{equation}
Q'-\frac{\kappa}{r}Q=\frac{\alpha}{2}\left[P''-\frac{\kappa(\kappa+1)}{r^2}P\right]=-\alpha(E-V)P .
\end{equation}
This is the radial Schr\"odinger equation. Since $\kappa(\kappa+1)=2$ for $\kappa=1$ and for $\kappa=-2$, both orbitals have the same normalized $P$, with $l=1$. Using $PP'=\rho'/2$,
\begin{equation}
P_aQ_b=\frac{\alpha}{2}\left(\frac{\rho'}{2}+\kappa_b\frac{\rho}{r}\right). \label{source}
\end{equation}
The label $a$ has dropped out, which justifies the notation $S_m(\kappa_b,\kappa_d)$ in this limit.

Near a point nucleus, $V=-Z/r$ is comparable with $2c^2$ at $r\sim Z\alpha^2/2$, and there (\ref{pauli}) fails. This radius is smaller than the orbital scale $1/Z$ by a factor of order $(Z\alpha)^2$, and the density is very small there, although for $2p_{1/2}$ it no longer follows the Pauli form $\rho\propto r^4$. The limit thus requires $(Z\alpha)^2\ll1$.

\section*{Part (b): separation into three kinds of integral}

\textbf{Question.} Define the Marvin integral and two derivative integrals by
\begin{align}
M^k&=\frac{\alpha^2}{8}\iint \rho(r)\rho(s)\frac{r_<^k}{r_>^{k+3}}\,dr\,ds, \label{M}\\
D^{(1)}_m&=\frac{\alpha^2}{4}\iint\rho'(r)\,U_m\,\frac{\rho(s)}{s}\,dr\,ds,\\
D^{(2)}_m&=\frac{\alpha^2}{4}\iint\rho'(r)\,U_m\,\rho'(s)\,dr\,ds .
\end{align}
Write $S_m$ in terms of them.

\textbf{Answer.} Put (\ref{source}) into (\ref{S}) and multiply out. The product of the two derivative terms gives $D^{(2)}_m/4$. The two cross terms are equal apart from their $\kappa$, because $U_m$ is symmetric in $r$ and $s$; together they give $(\kappa_b+\kappa_d)D^{(1)}_m/2$. In the last term,
\begin{equation}
\frac{U_m}{rs}=\frac{r_<^{m-1}}{r_>^{m+2}},
\end{equation}
which is the kernel of (\ref{M}) with $k=m-1$. Its prefactor is $\alpha^2/4$, twice that in (\ref{M}). Hence
\begin{equation}
S_m=\frac14D^{(2)}_m+\frac{\kappa_b+\kappa_d}{2}D^{(1)}_m+2\kappa_b\kappa_dM^{m-1}. \label{three}
\end{equation}

\section*{Part (c): removal of the derivatives}

\textbf{Question.} Reduce both derivative integrals to Marvin integrals and, where needed, a single integral over $\rho^2$. Give the resulting $S_m$.

\textbf{Answer.} Integrate $D^{(1)}_m$ by parts in $r$. The boundary terms $\rho U_m$ vanish, because $\rho\propto r^4$ at the origin and $\rho$ decays exponentially at infinity. The kernel $U_m$ is continuous at $r=s$, and
\begin{equation}
\partial_rU_m=\begin{cases} m\,r^{m-1}/s^{m+1}, & r<s,\\ -(m+1)\,s^m/r^{m+2}, & r>s.\end{cases} \label{dU}
\end{equation}
After division by $s$, each region contains the Marvin kernel. By symmetry each region supplies half of the double integral, so that
\begin{equation}
\frac{\alpha^2}{4}\iint_{r<s}\rho(r)\rho(s)\frac{r^{m-1}}{s^{m+2}}\,dr\,ds=M^{m-1}.
\end{equation}
With the minus sign from the integration by parts,
\begin{equation}
D^{(1)}_m=-mM^{m-1}+(m+1)M^{m-1}=M^{m-1}. \label{D1}
\end{equation}

For $D^{(2)}_m$, integrate by parts in $r$ and then in $s$. The two minus signs cancel, leaving $\partial_s\partial_rU_m$ between $\rho(r)$ and $\rho(s)$. Consider (\ref{dU}) as a function of $s$ at fixed $r$. As $s$ increases through $r$, it jumps from $-(m+1)/r^2$ to $m/r^2$, a step of $(2m+1)/r^2$. Away from the step, differentiation gives $-m(m+1)r_<^{m-1}/r_>^{m+2}$ on both sides. Thus
\begin{equation}
\partial_s\partial_rU_m=\frac{2m+1}{r^2}\delta(r-s)-m(m+1)\frac{r_<^{m-1}}{r_>^{m+2}} .
\end{equation}
The delta function produces the contact integral
\begin{equation}
K=\frac{\alpha^2}{4}\int_0^\infty\frac{\rho^2}{r^2}\,dr, \label{K}
\end{equation}
and the second term produces $2M^{m-1}$ times its coefficient:
\begin{equation}
D^{(2)}_m=(2m+1)K-2m(m+1)M^{m-1}. \label{D2}
\end{equation}
Inserting (\ref{D1}) and (\ref{D2}) in (\ref{three}) gives
\begin{equation}
S_m=\frac{2m+1}{4}K+\left[2\kappa_b\kappa_d+\frac{\kappa_b+\kappa_d}{2}-\frac{m(m+1)}{2}\right]M^{m-1}. \label{main}
\end{equation}

The reduction rests on $PP'=\rho'/2$, that is, on the two orbitals of one electron sharing a radial function. The same steps therefore remove the derivatives from a direct integral between two different shells, where each electron carries its own density and the regions $r<s$ and $r>s$ must be kept apart. When one electron connects two different radial functions, as in an exchange integral between shells, $P_aP_b'$ is in general not half the derivative of $P_aP_b$, and this reduction does not apply.

\section*{Part (d): the integrals that occur}

\textbf{Question.} Which values of $m$ contribute for a 2p pair? Evaluate the integrals, and explain what happens to $M^2$.

\textbf{Answer.} The large component has $l=1$. The small component has $l'=0$ for $\kappa=1$ and $l'=2$ for $\kappa=-2$. The product of harmonics of degrees 1 and $l'$ contains $m=1$ if $l'=0$, and $m=1,3$ if $l'=2$. The same $m$ must occur for both electrons, so $m=3$ requires $\kappa_b=\kappa_d=-2$. From (\ref{main}),
\begin{align}
S_1(1,1)&=\tfrac34K+2M^0, & S_1(1,-2)&=\tfrac34K-\tfrac{11}{2}M^0,\\
S_1(-2,-2)&=\tfrac34K+5M^0, & S_3(-2,-2)&=\tfrac74K .
\end{align}
In the last case the bracket is $8-2-6=0$, so $M^2$ cancels.

The reason lies in the form of the source. For $\kappa=-2$,
\begin{equation}
g\equiv\frac{\rho'}2-\frac{2\rho}{r}=\frac{r^4}{2}\frac{d}{dr}\left(\frac{\rho}{r^4}\right),
\end{equation}
and the $m=3$ moment of the charge-like source outside radius $s$ is
\begin{equation}
\int_s^\infty\frac{g(r)}{r^4}\,dr=-\frac{\rho(s)}{2s^4}.
\end{equation}
It depends on $\rho$ at $s$ alone. The two regions of the double integral are equal, so
\begin{align}
S_3&=2\,\frac{\alpha^2}{4}\int g(s)s^3\left(-\frac{\rho}{2s^4}\right)ds
=\frac{\alpha^2}{4}\int\left(\frac{2\rho^2}{s^2}-\frac{\rho\rho'}{2s}\right)ds .
\end{align}
Since $\rho\rho'=(\rho^2)'/2$, integration by parts turns the last term into $-\frac14\int\rho^2/s^2\,ds$. The sum is $(2-\frac14)K=\frac74K$, in agreement with (\ref{main}).

\section*{Part (e): energy of the closed $2p_{1/2}$ pair}

\textbf{Question.} Find the first-order magnetic energy of $2p_{1/2}^2$ with $J=0$. Does the retardation part of the frequency-independent Breit operator change it? Compare with an $s^2$ pair.

\textbf{Answer.} For $\kappa=1$ the spinors are $\chi_{-1,m}=\xi_m/\sqrt{4\pi}$ and $\chi_{1,m}=-(\boldsymbol\sigma\cdot\mathbf n)\chi_{-1,m}$, where $\xi_m$ is a two-component spinor. The transition current $\mathbf j=\psi_a^\dagger\boldsymbol\alpha\psi_b$ is
\begin{equation}
\mathbf j=\frac{iPQ}{4\pi r^2}\,\xi_a^\dagger\,[\boldsymbol\sigma,\boldsymbol\sigma\cdot\mathbf n]\,\xi_b
=-\frac{PQ}{2\pi r^2}\,\mathbf n\times(\xi_a^\dagger\boldsymbol\sigma\xi_b),
\end{equation}
because $[\boldsymbol\sigma,\boldsymbol\sigma\cdot\mathbf n]=2i\,\mathbf n\times\boldsymbol\sigma$. For $a=b$ the current circulates around the vector $\xi_a^\dagger\boldsymbol\sigma\xi_a$. This vector points along the total angular momentum; the mean spin of the large component of $2p_{1/2}$ points the opposite way.

The angular integral needed is
\begin{equation}
\iint \frac{n_{1i}n_{2j}}{r_{12}}\,d\Omega_1d\Omega_2=\left(\frac{4\pi}{3}\right)^2U_1\delta_{ij}.
\end{equation}
One factor $4\pi/3$ comes from projecting $n_{2j}$ on $P_1(\mathbf n_1\cdot\mathbf n_2)$, the other from averaging $n_{1i}n_{1j}$. Now use
\begin{equation}
(\mathbf n_1\times\boldsymbol\sigma_1)\cdot(\mathbf n_2\times\boldsymbol\sigma_2)
=(\mathbf n_1\cdot\mathbf n_2)(\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2)-(\mathbf n_1\cdot\boldsymbol\sigma_2)(\boldsymbol\sigma_1\cdot\mathbf n_2).
\end{equation}
Contraction with $\delta_{ij}$ gives $(3-1)\,\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2$. The effective interaction is
\begin{equation}
H_{\rm eff}=-\frac{1}{4\pi^2}\,\frac{16\pi^2}{9}\,2\,\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2\,S_1(1,1)
=-\frac89\,\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2\,S_1(1,1).
\end{equation}
The $J=0$ determinant is the singlet in the labels $\xi_m$, where $\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2=-3$. Therefore
\begin{equation}
E=\frac83S_1(1,1)=2K+\frac{16}{3}M^0. \label{E}
\end{equation}

The Breit operator differs from the Gaunt operator by
\begin{equation}
\frac{1}{2r_{12}}\left[\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2-(\boldsymbol\alpha_1\cdot\hat{\mathbf r}_{12})(\boldsymbol\alpha_2\cdot\hat{\mathbf r}_{12})\right]
=-\frac12(\boldsymbol\alpha_1\cdot\nabla_1)(\boldsymbol\alpha_2\cdot\nabla_2)\,r_{12}.
\end{equation}
Integration by parts moves each gradient onto a current and yields $\nabla\cdot\mathbf j$. A current $f(r)\,\mathbf r\times\mathbf v$ with constant $\mathbf v$ has zero divergence: it is perpendicular to $\nabla f$, and $\nabla\cdot(\mathbf r\times\mathbf v)=0$. The retardation part contributes nothing, and (\ref{E}) is also the Breit energy in the Pauli limit.

For an $s^2$ pair, $\kappa=-1$ and the two spinors change places. This reverses both currents and leaves the factor $8/3$ unchanged. The bracket in (\ref{main}) becomes $2-1-1=0$, so $E=2K$, now with the $s$ density. This agrees with the spin contact term $-(8\pi\alpha^2/3)\,\mathbf s_1\cdot\mathbf s_2\,\delta(\mathbf r_{12})$: with $\mathbf s_1\cdot\mathbf s_2=-3/4$ and $\langle\delta\rangle=\int\rho^2/(4\pi r^2)\,dr$, it gives $(\alpha^2/2)\int\rho^2/r^2\,dr=2K$. The $2p_{1/2}$ pair has the additional long-range part $16M^0/3$.

\section*{Part (f): a hydrogenic pair}

\textbf{Question.} Evaluate (\ref{E}) for unscreened hydrogenic 2p orbitals, first for general $Z$ and then for the model value $Z=10$. Assess the Pauli limit.

\textbf{Answer.} The density is $\rho=Z^5r^4e^{-Zr}/24$. With $x=Zr$,
\begin{equation}
K=\frac{\alpha^2Z^3}{4}\int_0^\infty\frac{x^6e^{-2x}}{576}\,dx
=\frac{\alpha^2Z^3}{4}\,\frac{720}{576\cdot128}=\frac{\alpha^2Z^3}{4}\,\frac{5}{512}.
\end{equation}
For $M^0$, the charge inside scaled radius $y$ is $1-e^{-y}\sum_{j=0}^4y^j/j!$. Hence
\begin{align}
M^0&=\frac{\alpha^2Z^3}{4}\int_0^\infty\frac{y\,e^{-y}}{24}\left[1-e^{-y}\sum_{j=0}^4\frac{y^j}{j!}\right]dy\nonumber\\
&=\frac{\alpha^2Z^3}{4}\,\frac1{24}\left[1-\sum_{j=0}^4\frac{j+1}{2^{j+2}}\right]
=\frac{\alpha^2Z^3}{4}\,\frac{7}{1536},
\end{align}
since the sum is $57/64$. The energy is
\begin{equation}
E=\frac{\alpha^2Z^3}{4}\left(\frac{5}{256}+\frac{7}{288}\right)=\frac{101}{9216}\,\alpha^2Z^3 .
\end{equation}

At $Z=10$, $\alpha^2Z^3/4=13312.8$ microhartree, so $K=130.0$ and $M^0=60.7$ microhartree. The contact and Marvin parts are
\begin{equation}
2K=260.0,\qquad \tfrac{16}{3}M^0=323.6,\qquad E=583.6\ \text{microhartree},
\end{equation}
or $128.1\ \mathrm{cm}^{-1}$. Dropping the contact term would lose 45\% of this energy. The positive sign follows from $\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2=-3$ in the singlet. The opposed circulation of the two currents supplies one third of the energy, the direct term, and exchange supplies the other two thirds. The mixed integral $S_1(1,-2)=-236.2$ microhartree is negative because its Marvin part, $-333.7$, outweighs its contact part, $97.5$.

With Dirac--Coulomb orbitals the pair energy is 586.3 microhartree, 0.46\% above the Pauli value; $(Z\alpha)^2$ is 0.53\%. For fixed small components, the ratio of $S_1(1,1)$ to its Pauli value, minus one, ranges from $-0.08\%$ to $0.46\%$ as the large-component partners are varied. This spread shows that the large components of $2p_{1/2}$ and $2p_{3/2}$ differ beyond leading order. When the ratios for all four types of integral, computed at $Z=2$ and $Z=4$, are extrapolated linearly in $(Z\alpha)^2$ to zero, they equal one within $1.3\times10^{-7}$. The numerical output lists, for each type, the range of the ratio at $Z=10$.

For a light atom the larger limitation is the model itself. Since $E\propto Z^3$, lowering the effective charge from 10 to 9 multiplies the energy by $0.9^3=0.729$, a far greater change than the Dirac correction. Screening in neutral neon is much stronger than this: its Hartree--Fock 2p density in (\ref{E}) gives about 106 microhartree, 18\% of the hydrogenic value. For heavy atoms the order is reversed. At $Z=80$ the Dirac--Coulomb pair energy lies 41\% above the Pauli value, while screening by about four units of charge lowers it by about 15\%. Coulomb repulsion also mixes $2p_{1/2}^2$ and $2p_{3/2}^2$ with $J=0$. At $Z=10$ the mixing is strong: with unscreened orbitals $2p_{1/2}^2$ has a weight of only about 0.69 in the lowest $J=0$ state, close to the $LS$ value $2/3$. The result is therefore a diagonal matrix element in one configuration, without screening, correlation or QED corrections, and not the magnetic shift of an atomic level.

\section*{Computed values}
\begin{verbatim}
nuclear charge Z of the model = 10
fine-structure constant alpha = 0.007297353
(Z alpha)^2 = 0.005325
alpha^2 Z^3/4 = 13312.839 microhartree
K / (alpha^2 Z^3/4), exact = 5/512
M^0 / (alpha^2 Z^3/4), exact = 7/1536
M^2 / (alpha^2 Z^3/4) = 0.00250168
K = 130.0082 microhartree
M^0 = 60.6705 microhartree
M^2 = 33.3045 microhartree
derivative integral D1_1 = 60.6705 microhartree
derivative integral D2_1 = 147.3426 microhartree
derivative integral D1_3 = 33.3045 microhartree
derivative integral D2_3 = 110.7489 microhartree
S_1(1,1), Pauli, quadrature = 218.8471 microhartree
S_1(1,-2), Pauli, quadrature = -236.1815 microhartree
S_1(-2,-2), Pauli, quadrature = 400.8586 microhartree
S_3(-2,-2), Pauli, quadrature = 227.5143 microhartree
S_1(1,1), Dirac/Pauli - 1, over partners: -0.082 to 0.464 percent
S_1(1,-2), Dirac/Pauli - 1, over partners: -0.120 to 0.221 percent
S_1(-2,-2), Dirac/Pauli - 1, over partners: 0.045 to 0.113 percent
S_3(-2,-2), Dirac/Pauli - 1, over partners: 0.037 to 0.094 percent
largest error of ratio extrapolated to Z alpha = 0: 1.3e-07
angular factor, Gaunt operator = 2.66666667
angular factor, full Breit operator = 2.66666667
contact part 2K of pair energy = 260.016 microhartree
Marvin part (16/3)M^0 of pair energy = 323.576 microhartree
pair energy / (alpha^2 Z^3), exact = 101/9216
pair energy, Pauli limit = 583.592 microhartree
pair energy, Pauli limit = 128.084 cm^-1
pair energy, Dirac orbitals = 586.299 microhartree
pair energy, Dirac/Pauli - 1 = 0.464 percent
\end{verbatim}
